# Fowler Internal Photoemission at Finite Temperature and at Threshold

Q: A metal film sits on a semiconductor. Light is absorbed in the metal, and an excited electron may cross the barrier $\phi$, measured upward from the metal's Fermi level. If the photon energy $h\nu$ equals $\phi$, an electron at the Fermi level just reaches the barrier top with nothing to spare. Why should there be any current?

A: At zero temperature there is none. At temperature $T$ some electrons start above the Fermi level, by about $kT$, and the same photon carries them over the top. How large the current is, and how it depends on $T$, has to be calculated.

I take a free-electron metal with Fermi energy $E_F$ measured from the band bottom. The barrier top then lies at $B=E_F+\phi$ above the band bottom. I assume $kT\ll\phi$ and $kT\ll B$, and $h\nu$ close enough to $\phi$ that any excess is small compared with $B$. The yield $Y$ is the number of electrons emitted per photon absorbed in the metal.

Q: Then start with the denominator. How many excitations are there at finite temperature?

A: Let $E$ be the energy of the final state, measured from the Fermi level, and $f(E)=1/(1+e^{E/kT})$. The initial state at $E-h\nu$ must be filled and the final state empty. I assume that the matrix element and the densities of states are constant over the energies involved, so the weight is $f(E-h\nu)[1-f(E)]$. With $u=e^{E/kT}$, $dE=kT\,du/u$ and $b=e^{-h\nu/kT}$,

$$\int_{-\infty}^{\infty} f(E-h\nu)[1-f(E)]\,dE=kT\int_0^\infty\frac{du}{(1+bu)(1+u)} .$$

The lower limit may be $-\infty$ because deep final states are full and contribute nothing. Partial fractions give

$$\frac{1}{(1+bu)(1+u)}=\frac{1}{1-b}\left[\frac{1}{1+u}-\frac{b}{1+bu}\right],$$

so the integral is

$$\frac{kT}{1-b}\left[\ln\frac{1+u}{1+bu}\right]_0^\infty=\frac{kT}{1-b}\ln\frac1b=\frac{h\nu}{1-e^{-h\nu/kT}} .$$

For $h\nu\gg kT$ this is $h\nu$, as at zero temperature.

Q: An electron with enough energy may still be moving the wrong way.

A: That restriction supplies half of the temperature dependence. Let the excited electron have kinetic energy $B+\varepsilon$, so that $\varepsilon$ is its excess above the barrier top. I assume isotropic directions, no collisions on the way to the interface, conserved transverse momentum, and equal masses on both sides. Only the normal part of the kinetic energy can then pay for the barrier. At angle $\theta$ to the normal, escape requires

$$(B+\varepsilon)\cos^2\theta>B .$$

I also assume that every electron meeting this condition is transmitted. The allowed directions form a cone, which fills the fraction $\tfrac12(1-\cos\theta_c)$ of the full sphere:

$$P(\varepsilon)=\frac12\left[1-\left(1+\frac{\varepsilon}{B}\right)^{-1/2}\right]=\frac{\varepsilon}{4B}-\frac{3\varepsilon^2}{16B^2}+\dots$$

The expansion uses $(1+s)^{-1/2}=1-s/2+3s^2/8-\dots$. To leading order the escape probability is proportional to the excess.

Q: Put the two pieces together.

A: The final energy is $E=\phi+\varepsilon$. Such states are empty up to a fraction of order $e^{-\phi/kT}$, so $1-f(E)$ may be replaced by one. Dividing the emitted electrons by the excitations gives

$$Y=\frac{1}{4B\,h\nu}\int_0^\infty\frac{\varepsilon\,d\varepsilon}{1+e^{(\varepsilon+\phi-h\nu)/kT}} .$$

Set $\varepsilon=kT\,y$ and $x=(h\nu-\phi)/kT$. The integral becomes $(kT)^2\int_0^\infty y\,dy/(1+e^{y-x})$. Since

$$\frac{d}{dy}\left[-\ln(1+e^{x-y})\right]=\frac{1}{1+e^{y-x}},$$

integration by parts gives a boundary term $-y\ln(1+e^{x-y})$, which vanishes at both ends, and leaves

$$Y=\frac{(kT)^2}{4B\,h\nu}F(x),\qquad F(x)=\int_0^\infty\ln(1+e^{x-y})\,dy .$$

At threshold $x=0$, and $F(0)$ is a positive pure number. The yield is therefore nonzero and varies as $T^2$ when $\phi$ is held fixed. One factor $kT$ comes from the energy range of the thermally raised electrons, the other from their escape cone, whose solid angle grows in proportion to their excess.

Q: Fowler's picture adds the photon energy to the normal motion. You used isotropic directions. Is this still his function?

A: Yes, with a different prefactor. In that picture one counts electrons arriving at the interface whose normal energy $W$, before absorption, exceeds $B-h\nu$. With two spins, the arriving flux is

$$J=\frac{2}{(2\pi)^3}\int d^2k_t\int dk_z\,\frac{\hbar k_z}{m}\,f .$$

Here $(\hbar k_z/m)\,dk_z=dW/\hbar$. For transverse energy $\varepsilon_t=\hbar^2k_t^2/2m$, the area element is $d^2k_t=(2\pi m/\hbar^2)\,d\varepsilon_t$. The transverse integral has the antiderivative used above:

$$\int_0^\infty\frac{d\varepsilon_t}{1+e^{(W+\varepsilon_t-E_F)/kT}}=kT\ln\left(1+e^{(E_F-W)/kT}\right).$$

Now put $W=B-h\nu+kT\,y$, so that $(E_F-W)/kT=x-y$. The result is

$$J=\frac{m(kT)^2}{2\pi^2\hbar^3}F(x).$$

The two pictures differ in how the photon energy is shared among directions, but the same $F$ governs both.

Q: You have called $F(0)$ a pure number. Which one?

A: For $y>0$, $\ln(1+e^{-y})=\sum_{n\ge1}(-1)^{n+1}e^{-ny}/n$. Each exponential integrates to $1/n$. Term-by-term integration is allowed because the integrals of the absolute values add up to the convergent sum $\sum1/n^2$. Hence

$$F(0)=\sum_{n=1}^\infty\frac{(-1)^{n+1}}{n^2}.$$

To sum this, expand $\theta^2$ on $[-\pi,\pi]$ in cosines. The mean value is $\pi^2/3$. Two integrations by parts give the other coefficients:

$$\frac2\pi\int_0^\pi\theta^2\cos n\theta\,d\theta=-\frac{4}{\pi n}\int_0^\pi\theta\sin n\theta\,d\theta=\frac{4(-1)^n}{n^2}.$$

The periodic continuation of $\theta^2$ is continuous and the coefficients are absolutely summable, so the series equals the function at every point. At $\theta=0$ it reads $0=\pi^2/3+4\sum(-1)^n/n^2$, and therefore

$$F(0)=\frac{\pi^2}{12}\approx0.8225,\qquad Y(h\nu=\phi)=\frac{\pi^2(kT)^2}{48\,B\,\phi}.$$

Q: Is that large enough to matter in a detector?

A: Take rough typical values for gold on n-type silicon: $\phi=0.80$ eV and $E_F=5.5$ eV, so $B=6.30$ eV. The threshold wavelength is 1549.8 nm, in the telecom band. At 300 K, $kT=0.02585$ eV, and

$$Y=\frac{0.8225\times(0.02585)^2}{4\times6.30\times0.80}=2.73\times10^{-5}.$$

Each emitted electron carries one charge $e$ and each photon brings 0.80 eV, so the responsivity is $2.73\times10^{-5}/0.80$ A/W, or 34 µA per watt absorbed in the metal. With the barrier fixed, the threshold yield is $1.21\times10^{-5}$ at 200 K and $3.71\times10^{-5}$ at 350 K. Their ratio is $(350/200)^2=3.06$.

Q: You kept one term of the escape probability. How good is that?

A: The next term brings in $\int\varepsilon^2f(\varepsilon)\,d\varepsilon$. Expanding $1/(1+e^y)=\sum(-1)^{n+1}e^{-ny}$ and using $\int_0^\infty y^2e^{-ny}dy=2/n^3$ gives $2(kT)^3\eta(3)$, where $\eta(s)=\sum(-1)^{n+1}/n^s$. Emitted electrons are distributed as $\varepsilon f(\varepsilon)$ to leading order, so their mean excess is

$$\bar\varepsilon=\frac{2\eta(3)}{\eta(2)}kT=56.7\ \text{meV at 300 K}.$$

The ratio of the second term of $P$ to the first is $-3\varepsilon/4B$. The threshold yield is therefore multiplied by

$$1-\frac{3\bar\varepsilon}{4B}=1-\frac32\frac{\eta(3)}{\eta(2)}\frac{kT}{B}.$$

Here the change is $-0.75\times0.0567/6.30=-0.7\%$. Numerical integration with the full Fermi factors and the unexpanded cone also gives a yield 0.7% below the leading law. Because the correction grows with $T$, the local exponent $d\ln Y/d\ln T$ is 1.993 instead of 2. The yield is small for two reasons. Since $\int_0^\infty f(\varepsilon)\,d\varepsilon=kT\ln2$, only a fraction $kT\ln2/h\nu=2.2\%$ of the excitations end above the barrier, and those electrons have a mean excess of only $\eta(2)kT/\ln2=30.7$ meV (averaged over all of them, not over the emitted ones), for which the escape cone has a half-angle of $4.0^\circ$ and fills $1.2\times10^{-3}$ of the sphere. The product of the two fractions is $2.7\times10^{-5}$.

Q: Does the $T^2$ law hold on either side of threshold?

A: No. Differentiating under the integral gives

$$F'(x)=\int_0^\infty\frac{dy}{1+e^{y-x}}=\ln(1+e^x),\qquad F''(x)=\frac{1}{1+e^{-x}} .$$

The sum $G(x)=F(x)+F(-x)$ has $G''=1/(1+e^{-x})+1/(1+e^x)=1$, $G'(0)=0$ and $G(0)=\pi^2/6$. Hence

$$F(x)+F(-x)=\frac{\pi^2}{6}+\frac{x^2}{2}.$$

For $x>0$ the series used at threshold gives $F(-x)=\sum(-1)^{n+1}e^{-nx}/n^2$, which tends to $e^{-x}$. Well above threshold, then,

$$Y\simeq\frac{(h\nu-\phi)^2}{8B\,h\nu}+\frac{\pi^2(kT)^2}{24B\,h\nu}.$$

The first term is the zero-temperature law. Well below threshold the yield is an exponential tail, $Y\simeq(kT)^2e^{-(\phi-h\nu)/kT}/(4B\,h\nu)$.

At fixed $h\nu$ and $\phi$, $dx/d\ln T=-x$, so

$$\frac{d\ln Y}{d\ln T}=2-\frac{xF'(x)}{F(x)} .$$

Since $F$ and $F'$ are positive, this leading-order exponent equals 2 only at $x=0$. At 300 K, a numerical derivative of the full integral gives 5.8 for a photon 0.1 eV below threshold and 0.34 for one 0.1 eV above. The leading law gives this spectrum at 300 K:

| Wavelength (nm) | $x$ | $Y$, 300 K | $Y$, 0 K |
|---|---|---|---|
| 1310 | 5.66 | $5.0\times10^{-4}$ | $4.5\times10^{-4}$ |
| 1450 | 2.13 | $1.2\times10^{-4}$ | $7.0\times10^{-5}$ |
| 1550 | −0.004 | $2.7\times10^{-5}$ | 0 |
| 1650 | −1.88 | $5.2\times10^{-6}$ | 0 |

Q: One can estimate $\phi$ by plotting $\sqrt{Y h\nu}$ against $h\nu$ and extending a straight line to zero. What does the threshold signal do to that?

A: The straight line is the zero-temperature law. Ask at what excess $\Delta$ that law would give the same $Yh\nu$ as the warm metal gives at threshold:

$$\frac{\Delta^2}{8B}=\frac{\pi^2(kT)^2}{48B}\quad\Rightarrow\quad\Delta=\frac{\pi kT}{\sqrt6}.$$

This is 33 meV at 300 K. Reading the threshold point alone with the zero-temperature law, with $B$ known, would put the barrier 33 meV too low. A straight line fitted to points well above threshold is shifted less, because the thermal term there is small beside the zero-temperature one: with the full integral at 300 K, a fit over excesses of 0.1 to 0.3 eV puts the barrier 14 meV too low, while a fit from threshold to 0.1 eV puts it 39 meV too low. Far above threshold the second term of $P$ bends the line and the shift grows again, to 23 meV for excesses of 0.5 to 1 eV. Fitting $F(x)$ to the whole curve removes this particular error.

Q: Is the threshold current perhaps just thermionic emission, which flows in the dark anyway?

A: It is a separate contribution. Setting $h\nu=0$ in the flux formula gives $x=-\phi/kT$ and $F\simeq e^{-\phi/kT}$, so the dark current density is

$$j_{\rm dark}=\frac{em(kT)^2}{2\pi^2\hbar^3}e^{-\phi/kT}.$$

There heat must supply the whole barrier. In threshold photoemission the photon supplies it, and no such exponential appears. With the free-electron mass, $j_{\rm dark}=3.9\times10^{-7}$ A/cm² at 300 K, or $3.9\times10^{-14}$ A through 10 µm². An absorbed power of 0.1 mW gives a threshold photocurrent of $3.4\times10^{-9}$ A. This compares ideal currents; leakage is left out.

Q: I distrust full transmission just above the barrier. A quantum particle is reflected by a step.

A: That objection can change the power of $T$. Let $w=(B+\varepsilon)\cos^2\theta-B$ be the normal excess. At fixed $\varepsilon$, the fraction of directions in $dw$ is

$$\frac12\,d(\cos\theta)=\frac{dw}{4\sqrt{(B+\varepsilon)(B+w)}}\simeq\frac{dw}{4B}.$$

Let $D(w)$ be the transmission. Integrating first over all $\varepsilon>w$ gives

$$Y=\frac{kT}{4B\,h\nu}\int_0^\infty D(w)\ln(1+e^{x-w/kT})\,dw .$$

With $D=1$ the earlier result returns. For a sharp step and equal masses, the wave numbers are proportional to $\sqrt{B+w}$ and $\sqrt w$, so

$$D(w)=\frac{4\sqrt{w(B+w)}}{(\sqrt w+\sqrt{B+w})^2}\simeq4\sqrt{\frac wB}\qquad(w\ll B).$$

At threshold, the substitution $w=kT\,s$ produces an extra $\sqrt{kT}$, and the yield varies as $T^{5/2}$ at low temperature. Numerical integration with the full $D(w)$ at 300 K gives 0.21 times the $T^2$ result and a local exponent of 2.43. The $T^2$ law thus requires a transmission that is independent of energy over the first few $kT$ above the barrier. A constant transmission below one would reduce $Y$ but keep the square.

Q: And is the barrier itself fixed?

A: Not in a device. The law describes different temperatures at fixed $\phi$, or a photon energy retuned to follow $\phi(T)$; in the second case $1/(B\phi)$ also varies slightly. Suppose the barrier falls by 0.25 meV/K, a rough value, while the photon stays at 0.80 eV. From 300 to 350 K the yield then rises by a factor 1.92, where $T^2$ alone gives 1.36.

The electric field matters too. In a field $\mathcal E$, the image potential energy $-e^2/(16\pi\epsilon z)$ and the field term $-e\mathcal E z$ have their maximum at $z_m=\sqrt{e/(16\pi\epsilon\mathcal E)}$. The two terms are equal there, so the barrier is lowered by

$$2e\mathcal E z_m=e\sqrt{\frac{e\mathcal E}{4\pi\epsilon}} .$$

For 0.03 MV/cm and relative permittivity 11.7 this is 19 meV. My $\phi$ already includes the lowering. If 0.80 eV were instead the zero-field barrier, the yield at $h\nu=0.80$ eV would be 1.8 times as large.

Tunnelling also lets some electrons through just below the top. Approximating the top by a parabola gives $D(w)=1/(1+e^{-w/a})$, with $a=\hbar\omega/2\pi$ and $\omega^2=2e\mathcal E/(m^*z_m)$. For $m^*=0.19\,m$, $a=4.4$ meV, and integrating over $w$ on both sides of the top would raise the threshold yield by 3%. That figure should not be relied on here: $\hbar\omega=27$ meV exceeds the 19 meV lowering, so the barrier is not parabolic over the energies that matter, and the formula leaves out reflection at the abrupt interface, which can reduce the yield much more. The sharp-step figures are equally idealised. Solving the Schrödinger equation for the step, the image potential and the field together gives, for equal masses, a factor of 0.34 to 0.47 instead of 0.21 and a local exponent of 2.1 to 2.2 at 300 K, the range coming from cutting the image potential off at 0.2 or 0.02 nm from the metal. The $T^{5/2}$ law holds only for a step without image force or field.

Q: So how far should I trust 34 µA/W for a real gold–silicon contact?

A: As an order of magnitude at best. The barrier and Fermi energy are in the usual range, but equal masses are a poor description of silicon. If the semiconductor mass is $m_s$, the transverse energy there is $m/m_s$ times its value in the metal, and the small escape cone scales by $m_s/m$. On a (100) face, the two valleys at zero transverse momentum have $m_s=0.19\,m$ and accept the same cone of electrons, so together they give a factor 0.19. Each of the four side valleys contributes $\sqrt{0.19\times0.92}/\cos\theta_v$, where $\theta_v$ is the angle at which a metal electron of energy $B$ matches the valley's transverse momentum. With valleys at 0.85 of $2\pi/a_0$ and $a_0=0.543$ nm, all valleys together give 2.8, if each transmits fully and no reciprocal-lattice vector is exchanged at the interface. Reflection at a sharp step without image force or field gives 0.21 for equal masses. It is weaker for the side valleys, where the lighter mass and the oblique incidence bring the normal velocities on the two sides closer together, so 0.21 and 2.8 should not simply be multiplied. Inelastic loss matters less in a thin film: for uniform absorption in 20 nm, a rough mean free path of 40 nm and a single pass along the normal, the surviving fraction is $2(1-e^{-1/2})=0.79$; for side-valley electrons, which travel about 50° from the normal, it is 0.70. A single pass ignores electrons returned by the back face of the film; one lossless specular reflection there would raise these factors to 1.26 and 1.02. Weighting excitations by free-electron densities of states, $\sqrt{E_iE_f}$ with both energies measured from the band bottom, raises the yield by 7% at leading order in $kT$, and by 8% at 300 K. The mass, loss and density-of-states factors leave the square law intact to leading order if they do not themselves vary with temperature. The energy dependence of the transmission and the drift of the barrier do not leave it intact, and a measured exponent has to be read with both in mind.
